Vapour pressure of a classical Einstein crystal, with barium as example

A growth simulation needs the rate at which atoms leave the crystal, and a total-energy calculation offers two candidates for the energy in its exponent. One is the static binding energy, with all nuclei at rest. The other is the zero-temperature cohesive energy, which is smaller by the zero-point vibration. A choice of frequency must be made as well. Deriving the equilibrium vapour pressure settles both.

**Entry 1. One atom, one well, one box**

Let one atom of mass m have a choice between a harmonic well and an empty box of volume V at temperature T. The zero of energy is the free atom at rest. The bottom of the well lies at −L, and its angular frequency is ω in each direction. In the well the energy is

E = p²/2m + mω²r²/2 − L.

The classical partition function is the phase-space integral of exp(−E/kT) divided by (2πħ)³. It factorizes into three equal directions. For each one, two Gaussian integrals are needed:

∫ exp(−p²/2mkT) dp = (2πmkT)^(1/2)

∫ exp(−mω²x²/2kT) dx = (2πkT/mω²)^(1/2).

Their product is 2πkT/ω, and division by 2πħ leaves kT/ħω. With three directions and the energy offset,

q_s = (kT/ħω)³ exp(L/kT).

In the box the position integral gives V, and the momentum integral gives (2πmkT)^(3/2):

q_g = V (2πmkT)^(3/2)/(2πħ)³ = V/λ³, λ = 2πħ/(2πmkT)^(1/2).

The odds of finding the atom free rather than bound are therefore

q_g/q_s = (V/λ³)(ħω/kT)³ exp(−L/kT).

Two limits behave as they should. At fixed V the odds vanish as T → 0, so the atom is bound. At fixed T they grow with V, so a large enough box empties any single well.

**Entry 2. When is the well classical?**

The quantum levels of one direction are ħω(n + 1/2). With x = ħω/kT, the geometric series gives

Σ exp[−x(n + 1/2)] = exp(−x/2)/[1 − exp(−x)] = 1/[2 sinh(x/2)].

The classical value is 1/x. Since q_s stands in the denominator of the odds, quantum mechanics multiplies them by

R = [2 sinh(x/2)/x]³.

For small x, sinh(x/2) = x/2 + x³/48 + …, so the bracket is 1 + x²/24 and R ≈ 1 + x²/8. There is no term linear in x, although the zero-point energy 3ħω/2 is linear in ω. The reason appears on writing

ln R = 3x/2 + 3 ln[1 − exp(−x)] − 3 ln x.

The first term is the zero-point energy over kT. The expansion ln[1 − exp(−x)] = ln x − x/2 + x²/24 + … supplies −3x/2, which cancels it. At high temperature the thermal part of the free energy thus removes the zero-point shift to first order. The classical formula needs the static L; subtracting the zero-point energy from L would count one half of a cancelling pair.

In the opposite limit, x ≫ 1, R tends to exp(3x/2)/x³ and the odds become

(V/λ³) exp[−(L − 3ħω/2)/kT].

There the zero-temperature cohesive energy L − 3ħω/2 is the right exponent, and the factor (ħω/kT)³ has gone.

**Entry 3. From one well to a crystal**

Now take N identical atoms on N sites, each vibrating independently about its site. The phase-space integral contains N! equal regions, one for each assignment of atoms to sites. Identical particles require division by N!. The two factors cancel:

Q_s = (1/N!) N! q_s^N = q_s^N.

The static energy of the whole crystal is −NL, with surface terms neglected. This fixes the meaning of L. Suppose each atom has z neighbours and each bond has energy ε. Every bond is shared by two atoms, so the total is −Nzε/2 and L = zε/2. Pulling one atom out of the interior and leaving an unrelaxed vacancy breaks z bonds and costs 2L. That is not the energy required here, because an atom added to a growing crystal brings its own site with it.

The Helmholtz free energy is

F_s = −kT ln Q_s = N[−L + 3kT ln(ħω/kT)].

At pressure P the Gibbs energy is F_s + PNv, where v is the volume per atom, taken as incompressible. Its derivative with respect to N is the chemical potential:

μ_s = −L + 3kT ln(ħω/kT) + Pv.

**Entry 4. The vapour and the balance**

For N atoms of an ideal vapour there are no sites to permute, so the 1/N! remains: Q_g = q_g^N/N!. With ln N! ≈ N ln N − N,

F_g = −kT[N ln(V/λ³) − N ln N + N].

Differentiating at fixed V and T, the −ln N − 1 from the second term meets the +1 from the third:

μ_g = −kT[ln(V/λ³) − ln N] = kT ln(Nλ³/V) = kT ln(Pλ³/kT),

where the last step uses PV = NkT. This requires a dilute vapour, Nλ³/V ≪ 1, with negligible interactions. It also assumes that the electronic ground state contributes equally in both phases. If the free atom has g degenerate ground states and the crystal has none to match, q_g and hence P gain a factor g.

Drop Pv for the moment and set μ_g = μ_s. Dividing by kT and exponentiating gives

Pλ³/kT = (ħω/kT)³ exp(−L/kT).

Insert 1/λ³ = (2πmkT)^(3/2)/(2πħ)³:

P = kT · (2πmkT)^(3/2)/(2πħ)³ · ħ³ω³/(kT)³ · exp(−L/kT).

The factors ħ³ cancel. The powers of kT add to 1 + 3/2 − 3 = −1/2. The powers of 2π add to 3/2 − 3 = −3/2. Therefore

**P = (m/2π)^(3/2) ω³ (kT)^(−1/2) exp(−L/kT).**

Planck's constant drops out because both phases are classical: it only sets the common unit of phase-space volume. A stiffer crystal has a higher pressure at fixed L, since its atoms have less room to vibrate and so less entropy in the crystal, which makes their gain of entropy on leaving larger.

The frequency is in radians per second. With ν = ω/2π the prefactor becomes (2πm)^(3/2) ν³. Inserting ν where ω belongs would multiply P by (2π)^(−3) = 4.03×10⁻³.

Restoring Pv adds Pv/kT to the exponent:

P = P₀ exp(Pv/kT),

where P₀ is the result above. The correction disappears when the vapour volume per atom, kT/P, is much larger than v.

**Entry 5. The same pressure by counting**

The balance can be checked without chemical potentials. Let N atoms share themselves between crystal and box, with n in the vapour. The weight of this division is

q_s^(N−n) q_g^n/n! ∝ (q_g/q_s)^n/n!.

This is a Poisson distribution as long as the crystal is far from exhausted, and its mean is q_g/q_s. Then P = (q_g/q_s)kT/V, which is the boxed-atom result of Entry 1 turned into a pressure.

A numerical test used reduced units with m = 1.7, ω = 0.7, kT = 1.3 and L = 5.0, for 600 atoms and a cubic box of side 60 with periodic boundaries. Hard walls would add a correction of order λ divided by the side, which is a few per cent in so small a box and vanishes in a large one. The well integral was done by quadrature, the box by summing its levels, and n by explicit summation. The count gave P = 9.044043×10⁻⁴, and the formula gives the same digits. Setting ħ to 1.0 or to 0.6 left the agreement within one part in a million.

**Entry 6. Slope and flux**

Write β = 1/kT. Then ln P = constant + (1/2) ln β − βL, and

−d ln P/dβ = L − 1/(2β) = L − kT/2.

An Arrhenius plot therefore does not give L itself. The slope is the enthalpy of sublimation: the vapour has 3kT/2 + kT per atom, the crystal has −L + 3kT, and the difference is L − kT/2. In the reduced-unit case this is 5.0 − 0.65 = 4.35, and both the numerical slope and the separately averaged enthalpies gave 4.35.

For growth, the flux onto the surface matters more than the pressure. The vapour density is P/kT, and the inward velocity averaged over all vapour atoms, with receding atoms counted as zero, is

∫₀^∞ u (m/2πkT)^(1/2) exp(−mu²/2kT) du = (kT/2πm)^(1/2).

The product is J = P/(2πmkT)^(1/2). Inserting P, the mass factors combine as m^(3/2)/m^(1/2) = m and the factors of 2π as (2π)^(−3/2)(2π)^(−1/2) = (2π)^(−2):

J = mω³ exp(−L/kT)/(4π²kT).

In equilibrium as many atoms leave as stick. If every arriving atom sticks, J is the evaporation flux; if a fraction s sticks, the evaporation flux is sJ. It stays the same in vacuum provided the surface keeps its equilibrium structure.

Away from equilibrium, at a common temperature and with Pv negligible, the driving force for growth follows from μ_g:

μ_g − μ_s = kT ln(P_vapour/P).

Its sign decides between growth and evaporation, and overestimating ln P lowers the driving force by kT times the error.

**Entry 7. Which frequency?**

Real atoms do not vibrate independently. For coupled harmonic motion the classical partition function is the product of kT/ħω_i over the 3N modes, so ω³ per atom is replaced by the cube of the geometric mean of the ω_i. The few modes of overall motion do not matter for large N.

A simpler calculation displaces one atom with its neighbours held fixed. In a cubic crystal with one atom per cell this gives the diagonal element of the dynamical matrix. The trace of that matrix is the sum of the ω_i², so the single-atom frequency is the root mean square. The geometric mean never exceeds it, and the single-atom frequency overstates P unless all modes coincide.

The Debye spectrum gives a size. With y the frequency over its cutoff and weight 3y²,

∫₀¹ 3y² ln y dy = −1/3, ∫₀¹ 3y²·y² dy = 3/5.

The ratio of the two means, cubed, is (3/5)^(3/2) exp(1) = 1.263. For this spectrum the single-atom frequency makes P 26 % too large.

**Entry 8. Barium at 800 K**

Barium is evaporated from heated sources to grow oxide films, and its free atom has a nondegenerate ground state, so g = 1. The inputs are rough typical values: L = 1.9 eV, ħω = 7 meV as geometric mean, m = 137.3 u, and a bcc lattice constant of 0.50 nm.

At 800 K, kT = 0.0689 eV and ħω/kT = 0.10, so the wells are classical. The exponent is L/kT = 27.6, and

P = 7.91×10¹⁰ Pa × 1.073×10⁻¹² = 0.085 Pa = 6.4×10⁻⁴ Torr.

The chemical potential is −2.37 eV in both phases. It lies 0.47 eV below −L because of the vibrational term 3kT ln(ħω/kT). The equilibrium flux is 6.7×10¹⁶ atoms per cm² per second, and the Arrhenius slope of this model is 1.87 eV. The three corrections estimated in Entry 9 would lower the slope to about 1.85 eV. Tabulated vapour pressures of solid barium give a lower slope near 800 K, roughly 1.77 eV, so with these rough inputs the model overstates how fast the real pressure changes with temperature.

With the inputs held fixed, the pressure is 7.5×10⁻⁸ Torr at 600 K, 1.3×10⁻⁵ Torr at 700 K and 1.3×10⁻² Torr at 900 K. The digits shown are those of the model, not the accuracy for real barium: an error of 0.05 eV in L alone changes the pressure by a factor of 2.6 at 600 K and 1.9 at 900 K. In the model, cooling from 800 K to 600 K lowers the pressure by a factor of about 8500. The equilibrium flux, proportional to P/T^(1/2), falls by a factor of about 7300, so at equal sticking a barium surface at 600 K loses far less material than one at 800 K.

The opening question now has numbers. With every mode at 7 meV, the zero-point energy is 0.0105 eV. Using the zero-temperature cohesive energy as L would then raise P by 16 %, whereas the whole quantum correction to the classical formula is 0.13 %. A spread of modes changes these figures only slightly: a Debye spectrum with the same geometric mean gives 0.0110 eV, 17 % and 0.15 %. An error of 0.05 eV in L matters more than either: it changes P by a factor of 2.07.

**Entry 9. What the model leaves out**

Since P is proportional to exp(μ_s/kT), a change δf in the crystal's free energy per atom changes ln P by δf/kT. Three such changes are appreciable here.

*Electrons in the metal.* For a constant density of states D near the Fermi level, thermally excited electrons and holes contribute equally:

δf = −2DkT ∫₀^∞ ln[1 + exp(−ε/kT)] dε = −(π²/6)D(kT)².

With D = 1 per eV per atom, a rough value, ln P changes by −0.113.

*Thermal expansion.* Let e be the relative volume change from the static crystal, B the bulk modulus and γ the Grüneisen parameter, so that ω varies as (1 + e)^(−γ). Then

δf = Bve²/2 − 3γkT ln(1 + e).

To leading order the minimum is at e = 3γkT/Bv, where δf = −(3γkT)²/(2Bv). With the rough values B = 10 GPa and γ = 1, full minimization gives e = 0.050 and a change in ln P of −0.076.

*Anharmonic wells.* The rms displacement in the Einstein model is (3kT/mω²)^(1/2) = 0.036 nm, or 8 % of the neighbour distance d. As a trial, replace the parabola in each direction by (mω²/κ²)(1 − cos κx), with κ = 2π/d. The curvature at the minimum is unchanged, but the well is softer further out. One cell of this potential gives −0.036 in ln P. This is the size for one assumed shape; a well that stiffens would shift P the other way. The geometric-mean frequency also understates the displacements when the modes are spread out. A Debye spectrum gives 0.044 nm. The extra displacement comes largely from long waves that carry neighbours along together and stretch the bonds little, so it does not by itself imply a larger anharmonic shift.

Added as independent corrections, the three multiply P by 0.80. Three further effects were estimated and are far smaller:
- Pv/kT is 5×10⁻¹⁰.
- Vapour interactions, estimated from a pair well 0.2 eV deep at 0.5 nm, change ln P by about 3×10⁻⁸.
- Excited vapour atoms, with 15 states at 1.1 eV, add 2×10⁻⁶.

Set beside a real source, 800 K is a plausible working temperature, and barium is still solid there. The calculated pressure describes a closed cell with a clean surface, and a real cell has an opening. Let the opening have area a and the barium surface area A, let all arriving atoms stick, and let the vapour inside be well mixed. The net evaporation A(J − J′) then equals the loss aJ′, so the internal flux is J′ = J/(1 + a/A). For a/A = 0.1 the pressure is 9 % below equilibrium. An oxidized surface can depart further, by an amount not estimated here. Given the rough L, the result is best read as several times 10⁻⁴ Torr. The numerical output lists the inputs and the main results.

Computed results

```
Reduced-unit test: m=1.7 omega=0.7 kT=1.3 L=5.0
  P by counting atoms          = 9.044043e-04
  P by the formula             = 9.044043e-04
  slope of ln P                = 4.35000
  enthalpy difference          = 4.35000
Barium inputs (rough): T = 800 K, L = 1.90 eV
  hbar omega = 7.0 meV, mass = 137.3 u
  lattice constant = 0.50 nm
  bulk modulus = 10 GPa, Grueneisen = 1.0
  density of states = 1.0 per eV per atom
  pair well = 0.2 eV at 0.5 nm
  excited level = 1.1 eV, degeneracy 15
kT                             = 0.06894 eV
omega                          = 1.0635e+13 rad/s
hbar omega / kT                = 0.1015
thermal wavelength             = 0.00527 nm
prefactor of exp(-L/kT)        = 7.9108e+10 Pa
exp(-L/kT)                     = 1.0728e-12
mu of crystal                  = -2.37305 eV
mu of vapour at P              = -2.37305 eV
equilibrium pressure           = 6.3657e-04 Torr
equilibrium pressure           = 8.4869e-02 Pa
equilibrium flux               = 6.747e+16 /(cm2 s)
slope energy L - kT/2          = 1.8655 eV
  P at 600 K                   = 7.525e-08 Torr
  P at 700 K                   = 1.327e-05 Torr
  P at 800 K                   = 6.366e-04 Torr
  P at 900 K                   = 1.283e-02 Torr
vapour n lambda^3              = 1.12e-15
rms displacement               = 0.0358 nm
rms displacement / neighbour   = 0.083
Neglected effects, change of ln P or relative size:
  quantum vibration            = +1.29e-03
  crystal volume, Pv/kT        = 4.80e-10
  non-ideality, |B2|P/kT       = 2.77e-08
  excited vapour atoms         = +1.76e-06
  electrons in the metal       = -0.113
  thermal expansion            = -0.076
  equilibrium volume strain    = 0.050
  anharmonic cosine well       = -0.036
  last three together: P times = 0.799
Errors of input, factor on P:
  L too small by 0.05 eV       = 2.07
  zero-point energy            = 0.0105 eV
  0 K cohesive energy as L     = 1.165
  rms for geometric mean       = 1.263
  cycles/s used as omega       = 4.03e-03
```
